# Sublattice relaxation and the pseudo-gauge field of strained graphene

**Result.** Let a flat graphene sheet carry a small, static, symmetric strain $\varepsilon$. Take bonds along $y$ and define

$$\mathbf e=\left(\varepsilon_{xy},\ \tfrac12(\varepsilon_{xx}-\varepsilon_{yy})\right).$$

With nearest-neighbour hopping, the pseudo-gauge field at valley $K$, to first order in strain, is

$$\boldsymbol{\mathcal A}=(1-\kappa)\,\frac{\beta}{a}\,\hat z\times\mathbf e
=(1-\kappa)\frac{\beta}{a}\left(-\tfrac12(\varepsilon_{xx}-\varepsilon_{yy}),\ \varepsilon_{xy}\right).$$

Here $a$ is the bond length, $t(r)$ the hopping and $\beta=-d\ln t/d\ln r$ at $r=a$. The number $\kappa$ measures how far sublattice B shifts relative to A when the atoms relax: $\mathbf u=\kappa a\,\mathbf e$. Clamped atoms have $\kappa=0$. Relaxation changes the prefactor and leaves the dependence on strain components as it was.

## 1. The unstrained Dirac point

The bonds from A to B are $a\mathbf n_j$, with

$$\mathbf n_1=(0,1),\quad \mathbf n_{2}=(-\tfrac{\sqrt3}{2},-\tfrac12),\quad \mathbf n_{3}=(\tfrac{\sqrt3}{2},-\tfrac12).$$

At $\mathbf K=(4\pi/(3\sqrt3a),0)$ the phases $z_j=e^{i\mathbf K\cdot a\mathbf n_j}$ are $1,\ e^{-2\pi i/3},\ e^{2\pi i/3}$. Since $z_2+z_3=-1$ and $z_3-z_2=i\sqrt3$,

$$\sum_j z_j=0,\qquad \sum_j z_j\mathbf n_j=\left(\tfrac{\sqrt3}{2}\,i\sqrt3,\ 1+\tfrac12\right)=\tfrac32(i,1).$$

The Hamiltonian element is $H_{AB}(\mathbf k)=-t\sum_j e^{i\mathbf k\cdot a\mathbf n_j}$. Expanding about $\mathbf K$ gives

$$H_{AB}(\mathbf K+\mathbf q)=-ita\,\tfrac32(iq_x+q_y)=\tfrac32ta\,(q_x-iq_y),$$

so $\hbar v=3ta/2$. A gauge field is defined by the replacement $\mathbf q\to\mathbf q+\boldsymbol{\mathcal A}$. It moves the Dirac point to $\mathbf q=-\boldsymbol{\mathcal A}$.

## 2. Simplest case: strain along the axes

Set $\varepsilon_{xy}=0$. The mirror $x\to-x$ survives, so $\mathbf u=(0,u_y)$. A strained bond is $a(1+\varepsilon)\mathbf n_j+\mathbf u$, and its fractional stretch to first order is

$$s_j=\mathbf n_j\cdot\varepsilon\mathbf n_j+\mathbf n_j\cdot\mathbf u/a .$$

Explicitly,

$$s_1=\varepsilon_{yy}+\frac{u_y}{a},\qquad s_2=s_3=\tfrac34\varepsilon_{xx}+\tfrac14\varepsilon_{yy}-\frac{u_y}{2a}.$$

The hopping changes by $\delta t_j=-\beta ts_j$. Hence

$$\delta H_{AB}(\mathbf K)=-\sum_jz_j\,\delta t_j=\beta t(s_1-s_2)=-\tfrac32\beta t\left(e_y-\frac{u_y}{a}\right).$$

Equating this to $\hbar v\mathcal A_x$ gives $\mathcal A_x=-(\beta/a)(e_y-u_y/a)$.

**Limit.** If $u_y=ae_y$, then $s_1=s_2=s_3$. The three hoppings stay equal and the gauge field vanishes, although the sheet is strained. The field responds to inequality between bonds, which the sublattice shift can reduce.

## 3. All strain components

Write $\mathbf n_j=(\cos\varphi_j,\sin\varphi_j)$ with $\varphi_j=90^\circ,210^\circ,330^\circ$. Then

$$\mathbf n_j\cdot\varepsilon\mathbf n_j=\tfrac12\mathrm{tr}\,\varepsilon+e_y\cos2\varphi_j+e_x\sin2\varphi_j .$$

For these angles $3\varphi_j=270^\circ$ modulo $360^\circ$, so $2\varphi_j=270^\circ-\varphi_j$. This gives $\cos2\varphi_j=-\sin\varphi_j$ and $\sin2\varphi_j=-\cos\varphi_j$, and therefore

$$s_j=\tfrac12\mathrm{tr}\,\varepsilon-\mathbf n_j\cdot\mathbf w,\qquad \mathbf w=\mathbf e-\mathbf u/a .$$

The trace cancels because $\sum_jz_j=0$:

$$\delta H_{AB}(\mathbf K)=\beta t\sum_jz_js_j=-\tfrac32\beta t(iw_x+w_y).$$

Comparison with $\tfrac32ta(\mathcal A_x-i\mathcal A_y)$ gives $\mathcal A_x=-\beta w_y/a$ and $\mathcal A_y=\beta w_x/a$, or

$$\boldsymbol{\mathcal A}=\frac{\beta}{a}\,\hat z\times\left(\mathbf e-\frac{\mathbf u}{a}\right).$$

At $-\mathbf K$ the phases are conjugated. The unperturbed element becomes $\tfrac32ta(-q_x-iq_y)$ and the perturbation $-\tfrac32\beta t(-iw_x+w_y)$, so the gauge field there is $-\boldsymbol{\mathcal A}$.

**Which wave vector?** Here $\mathbf q$ is measured in coordinates that deform with the lattice. With actual bond vectors and laboratory wave vector $\mathbf k$, each Bloch phase is

$$e^{i\mathbf k\cdot\mathbf u}\,e^{i[(1+\varepsilon)\mathbf k]\cdot a\mathbf n_j}.$$

The first factor is common to all bonds and cannot move a zero of their sum. The Dirac point lies at $\mathbf k=(1+\varepsilon)^{-1}(\mathbf K-\boldsymbol{\mathcal A})$. Thus $\mathbf u$ acts through the hopping strengths alone.

## 4. Letting the atoms relax

Take a force model with energy $\tfrac12k_sa^2s^2$ per bond and $\tfrac12k_ba^2(\Delta\theta)^2$ per bond angle. Let $\mathbf m_j=(-\sin\varphi_j,\cos\varphi_j)$ be the direction perpendicular to bond $j$. The bond turns by

$$\theta_j=\mathbf m_j\cdot(\varepsilon\mathbf n_j+\mathbf u/a).$$

The strain part is $e_x\cos2\varphi_j-e_y\sin2\varphi_j=-e_x\sin\varphi_j+e_y\cos\varphi_j=\mathbf m_j\cdot\mathbf e$. So $\theta_j=\mathbf m_j\cdot(\mathbf u/a+\mathbf e)$: the same shift that equalises bond lengths increases the bending.

For three directions $120^\circ$ apart, $\sum_j\mathbf n_j=0$ and $\sum_j(\mathbf n_j\cdot\mathbf w)^2=\tfrac32|\mathbf w|^2$, and likewise for $\mathbf m_j$. The stretching energy per cell is

$$\tfrac12k_sa^2\sum_js_j^2=\tfrac38k_sa^2(\mathrm{tr}\,\varepsilon)^2+\tfrac34k_sa^2|\mathbf u/a-\mathbf e|^2 .$$

Both atoms of the cell have three angles with the same changes $\theta_i-\theta_j$. Because $\sum_j\theta_j=0$, $\sum_{i<j}(\theta_i-\theta_j)^2=3\sum_j\theta_j^2$, and the bending energy is

$$k_ba^2\cdot3\cdot\tfrac32|\mathbf u/a+\mathbf e|^2=\tfrac92k_ba^2|\mathbf u/a+\mathbf e|^2 .$$

The part that depends on $\mathbf u$ or $\mathbf e$ is thus

$$W=\tfrac34a^2\left[k_s|\mathbf u/a-\mathbf e|^2+6k_b|\mathbf u/a+\mathbf e|^2\right].$$

Setting $\partial W/\partial\mathbf u=0$ gives $k_s(\mathbf u/a-\mathbf e)+6k_b(\mathbf u/a+\mathbf e)=0$, so

$$\mathbf u=\kappa a\mathbf e,\qquad \kappa=\frac{k_s-6k_b}{k_s+6k_b},\qquad 1-\kappa=\frac{12k_b}{k_s+6k_b}.$$

Inserting $\mathbf u$ into the formula of section 3 yields the stated result.

**Limits.**

- For $k_b=0$, $\kappa=1$: the bonds keep equal lengths and $\boldsymbol{\mathcal A}=0$.
- For $k_s=6k_b$, the two tendencies balance and clamped and relaxed fields agree.
- For $6k_b>k_s$, $\kappa$ is negative and relaxation strengthens the field, by up to a factor of two as $k_b/k_s\to\infty$.

These cases were tested by minimising the nonlinear energy for random strains of order $10^{-5}$, with $k_b/k_s=0,\ 1/6,\ 1/2$ and $65/700$. Dirac points found from the actual bond vectors, in both valleys, agreed with the clamped and relaxed formulas. The allowed error in $a\boldsymbol{\mathcal A}$ was 0.3% of the largest strain component.

**Link to elasticity.** With $1+\kappa=2k_s/(k_s+6k_b)$, the relaxed energy is

$$W=\tfrac34a^2\,\frac{144k_sk_b^2+24k_s^2k_b}{(k_s+6k_b)^2}|\mathbf e|^2=\frac{18a^2k_sk_b}{k_s+6k_b}|\mathbf e|^2 .$$

The cell area is $A_c=3\sqrt3a^2/2$. Elasticity writes the shear energy as $2\mu A_c|\mathbf e|^2$ and the area energy as $\tfrac12BA_c(\mathrm{tr}\,\varepsilon)^2$. Therefore

$$\mu=\frac{2\sqrt3\,k_sk_b}{k_s+6k_b},\qquad B=\frac{k_s}{2\sqrt3},\qquad \frac{\mu}{B}=1-\kappa .$$

In this force model, the surviving fraction of the gauge field equals the ratio of shear to area modulus. The equality is not general: an optimised Tersoff potential for carbon gives $\mu/B\approx0.88$ with $1-\kappa\approx0.52$.

## 5. General forces and hopping

The value of $\kappa$ came from a model; the form of $\mathbf u$ need not. Use complex notation $u=u_x+iu_y$ and $\eta=\tfrac12(\varepsilon_{xx}-\varepsilon_{yy})+i\varepsilon_{xy}$. A rotation by $\varphi$ sends $u\to e^{i\varphi}u$ and $\eta\to e^{2i\varphi}\eta$. For $\varphi=120^\circ$, $e^{-2i\varphi}=e^{i\varphi}$, so $\eta^*$ transforms as $u$ does, while $\eta$ and the trace do not. Linear response must be $u=C\eta^*$.

The mirror $x\to-x$ sends $u\to-u^*$ and $\eta\to\eta^*$. Consistency requires $C\eta=-(C\eta^*)^*=-C^*\eta$, so $C$ is imaginary. Put $C=i\kappa a$. Since $i\eta^*=\varepsilon_{xy}+\tfrac i2(\varepsilon_{xx}-\varepsilon_{yy})$, this is $\mathbf u=\kappa a\mathbf e$, with one real constant.

The gauge field follows similarly. Let $\mathcal A=\mathcal A_x+i\mathcal A_y$ at $K$. The threefold rotation allows $\mathcal A=D\eta^*+Fu$. The mirror exchanges the valleys, and time reversal gives them opposite fields. Together they require $\mathcal A\to\mathcal A^*$ under the mirror. Hence $D\eta=(D\eta^*)^*$, so $D$ is real, and $-Fu^*=(Fu)^*$, so $F$ is imaginary. Naming the constants $D=-g_\varepsilon/a$ and $F=-ig_u/a^2$,

$$\boldsymbol{\mathcal A}=\frac1a\hat z\times\left(g_\varepsilon\mathbf e-g_u\frac{\mathbf u}{a}\right)=\frac{g_\varepsilon-\kappa g_u}{a}\,\hat z\times\mathbf e .$$

Nearest-neighbour hopping has $g_\varepsilon=g_u=\beta$. Otherwise the reduction factor is $1-\kappa g_u/g_\varepsilon$. The mirror $y\to-y$, which swaps the sublattices, also sends $u\to-u^*$ and $\eta\to\eta^*$, so it imposes the same condition on its own. Only if a substrate removes both families of mirrors while keeping the threefold axis may $C$ be complex and the field turn relative to $\hat z\times\mathbf e$.

**Test beyond nearest neighbours.** A model with forces and exponentially decaying hopping between all A–B pairs closer than $3a$ gave the predicted pattern for each strain component, clamped and relaxed. Its constants were $\kappa=0.361$, $g_\varepsilon=3.575$ and $g_u=3.182$. The formula gives $3.575-0.361\times3.182=2.43$; the relaxed calculation gave 2.425.

The general energy has the form

$$W=W_0(\varepsilon)+\tfrac12K|\mathbf u|^2-K\kappa a\,\mathbf u\cdot\mathbf e,\qquad K>0,$$

because the threefold axis makes the stiffness isotropic. Relaxation lowers $W$ by $\tfrac12K\kappa^2a^2|\mathbf e|^2$. Comparing with $2\mu A_c|\mathbf e|^2$ gives $\mu_{\rm clamped}-\mu_{\rm relaxed}=K\kappa^2a^2/(4A_c)$. A shift of either sign softens the sheet, even when it strengthens the gauge field.

## 6. Strain that varies in space

If strain varies slowly on the scale of $a$, use the local value of $\mathbf e$. Consider the displacement $\mathbf U=c(2xy,\ x^2-y^2)$. Then $\varepsilon_{xx}=-\varepsilon_{yy}=2cy$ and $\varepsilon_{xy}=2cx$, so $\mathbf e=2c\mathbf r$. With uniform $\kappa$,

$$\partial_x\mathcal A_y-\partial_y\mathcal A_x=(1-\kappa)\frac\beta a\nabla\cdot\mathbf e=\frac{4\beta c(1-\kappa)}{a}\equiv\frac1{l_B^2}.$$

The corresponding pseudomagnetic field is $B_{ps}=\hbar/(e_0l_B^2)$, with $e_0$ the elementary charge.

Let $\boldsymbol\Pi=\hbar(-i\nabla+\boldsymbol{\mathcal A})$. Then $[\Pi_x,\Pi_y]=-i\hbar^2/l_B^2$, the algebra of an oscillator, so $\Pi^2$ has eigenvalues $(2N+1)\hbar^2/l_B^2$. The squared Hamiltonian on sublattices A and B is $v^2(\Pi^2\pm\hbar^2/l_B^2)$, respectively. Its eigenvalues give

$$E_n=\pm\frac{\hbar v}{l_B}\sqrt{2n},\qquad n=0,1,2,\ldots$$

**Tests on finite lattices.** In a harmonic flake, atoms within $16a$ of the centre were relaxed while the rim was held in the predicted displacement. The central field was 0.7156 of its clamped value, equal to $1-\kappa$ for the force constants of section 7. With the rim held without its sublattice shift, the ratio was 0.712, still close to the relaxed value. Separately, a lattice with a linear strain gradient and $l_B=50a$ reproduced the first two Landau levels to about 0.01% for the orbit centred where the strain vanishes. Orbits centred where $e_y=\pm0.02$ are shifted by about $\pm3$%, so the levels are not flat to that accuracy across the sample.

## 7. A disc at 77 K

Take a supported disc of radius $R=100$ nm with $|\mathbf e|=2cR=0.02$ at the rim, so $c=10^{-4}$ nm$^{-1}$. The rough graphene-like parameters are $a=0.142$ nm, $t=2.7$ eV, $\beta=3$, $k_s=700$ N/m and $k_b=65$ N/m. Then

$$\kappa=\frac{700-390}{700+390}=0.284,\qquad 1-\kappa=0.716 .$$

The sublattice shift at the rim is $0.284\times142\times0.02=0.81$ pm. Where $\varepsilon_{xx}=-\varepsilon_{yy}=0.02$, the bond along $y$ shortens by 2.00% when clamped and 1.43% when relaxed. The other two lengthen by 1.015% and 0.740%. The small excess over the linear values, 1.000% and 0.716%, is the second-order lengthening $\tfrac12\theta_j^2$ from bond rotation.

For clamped atoms, $4\beta c/a=8.45\times10^{-3}$ nm$^{-2}$, or 5.56 T. Relaxation gives

$$B_{ps}=0.716\times5.56=3.98\ \mathrm T,\qquad l_B=12.9\ \mathrm{nm}.$$

With $\hbar v=0.575$ eV nm, the first level is $\sqrt2\times0.575/12.9=0.063$ eV, or 63 meV. At the same strain the clamped value is 75 meV. The ratio is $\sqrt{0.716}$, since the level scales as the square root of the field.

**What the linear model leaves out.** At the rim, the nonlinear calculation differs from the linear relaxed $\boldsymbol{\mathcal A}$ by a vector whose length is up to 5.7% of $|\boldsymbol{\mathcal A}|$ among the sampled orientations, for hopping $t\,e^{-\beta(r/a-1)}$. The figure depends on the hopping law: 6.1% for a power law and 4.6% for a linear law with the same $\beta$. Local velocities range from 0.974 to 1.023 of the unstrained one. Thermal energy is 6.6 meV, about a tenth of the first level. If each cell is treated as an independent oscillator at the optical frequency, the zero-point motion of its $\mathbf u$ is about 3.6 pm per axis, larger than the static shift. In a harmonic well it averages to zero about the relaxed position, so it does not cancel the linear effect; its second-order effect on hopping is omitted.

Resolved levels also need weak scattering. The rough criterion (mobility) $\times B_{ps}=1$ gives 2500 cm²/Vs. With fourfold degeneracy and a half-filled zeroth level at neutrality, that level accommodates $\pm2e_0B_{ps}/h=\pm1.9\times10^{11}$ carriers/cm².

**Beside real graphene.** The model moduli, 145 N/m in shear and 202 N/m for area change, are of the right rough size. Its optical phonon is not: 0.267 eV against roughly 0.2 eV. Matching the phonon by softening $K$, with the strain–displacement coupling $K\kappa a$ held fixed, multiplies $\kappa$ by $(0.267/0.2)^2$. This gives $\kappa=0.51$, a field of 2.75 T and a first level of 53 meV. It is a sensitivity estimate, not a better determination of $\kappa$, and it shows that the prefactor is much less certain than the symmetry form. Carbon models with an optical phonon near 0.21 eV point the same way: an optimised Tersoff potential gives $\kappa\approx0.48$ and an $sp^3$ tight-binding model $\kappa\approx0.55$, or fields of about 2.9 and 2.5 T at $\beta=3$. The value 0.284 is probably low for real graphene. Real sheets are also not perfectly flat. A slope of 0.1 along $x$ adds $\varepsilon_{xx}=0.005$, hence $e_y=0.0025$, before further in-plane relaxation. Suppose this slope grows from zero over 10 nm along $y$, with height $h=s(y)x$. Then $\partial_ye_y=\tfrac12ss'$ averages $2.5\times10^{-4}$ nm$^{-1}$ near $x=0$. The sheet now also slopes along $y$, which gives $\varepsilon_{xy}=\tfrac12ss'x$ and an equal term $\partial_xe_x$. Together they add $5\times10^{-4}$ nm$^{-1}$ to $\nabla\cdot\mathbf e$, compared with $4c=4\times10^{-4}$ nm$^{-1}$ from the intended strain. Without further in-plane relaxation, the local field moves by about 5 T. Relaxation removes part of this: for a periodic ripple $h\propto\sin kx\,(1-\cos ky)$ with the same slope and a 20 nm period, the elastically relaxed average along $x=0$ is about 2 T, with peaks near 4 T elsewhere. A uniform 4 T therefore requires control of corrugation as well as of the applied strain. The values for the bond-and-angle model are in the numerical output.

## Computed values

```
INPUTS (rough graphene-like values)
bond length a = 0.142 nm, hopping t = 2.7 eV, beta = 3.0
k_s = 700 N/m, k_b = 65 N/m
disc radius = 100 nm, rim strain = 2.0 %
strain constant c = 1.00e-04 1/nm, temperature = 77 K
RELAXATION
kappa = 0.2844, reduction factor 1-kappa = 0.7156
shear modulus clamped = 157.3 N/m
shear modulus relaxed = 144.6 N/m
area modulus = 202.1 N/m, ratio = 0.7156
optical stiffness K = 1635 N/m
RIM POINT WITH eps_xx = -eps_yy = rim strain
linear sublattice shift = 0.808 pm
nonlinear sublattice shift u_y = 0.808 pm
clamped bond changes 1,2 = -2.000, 1.015 %
relaxed bond changes 1,2 = -1.431, 0.740 %
|A| clamped = 0.4225 1/nm
|A| relaxed = 0.3024 1/nm
PSEUDOMAGNETIC FIELD
field clamped = 5.562 T, relaxed = 3.980 T
hbar*v = 0.5751 eV nm
magnetic length relaxed = 12.86 nm
first Landau level clamped = 74.8 meV
first Landau level relaxed = 63.2 meV
INDEPENDENT CHECKS
flake field ratio, relaxed rim = 0.715596
flake field ratio, unrelaxed rim = 0.7116
lattice/continuum Landau levels 1,2 = 0.99994, 0.99987
long-range model: kappa = 0.3612
long-range model: g_eps = 3.5745, g_u = 3.1822
long-range model: relaxed coupling = 2.4250
NEGLECTED EFFECTS
second-order error of A at rim = 5.71 %
rim velocity / unstrained = 0.9742 to 1.0230
thermal energy = 6.64 meV
thermal energy / first level = 0.105
zero-point rms of u per axis = 3.61 pm
mobility for mu*B = 1: 2512 cm2/Vs
zeroth level holds up to +-1.92e+11 carriers/cm2
model optical phonon = 0.267 eV, rough = 0.2 eV
kappa with softened K = 0.506
field with softened K = 2.75 T
first level with softened K = 52.6 meV
```
